# Why a nanocrystal's host moves its quasiparticle gap more than its optical gap

**Q.** I have a silicon nanocrystal and can place it in vacuum or in silica. I can find a gap by adding and removing charge, or by absorbing light. Should the two gaps respond alike to the host?

**A.** They compare the neutral ground state with different excited or charged states, so there is no reason to expect it. Let $E(N)$ be the ground-state energy of the neutral crystal. The quasiparticle gap is the ionisation energy minus the electron affinity,
$$E_{\rm qp}=[E(N-1)-E(N)]-[E(N)-E(N+1)]=E(N+1)+E(N-1)-2E(N).$$
It involves two charged crystals, one with an extra electron and one with an extra hole. The optical gap is the energy of one neutral crystal that holds both, measured from $E(N)$. To compare them we need the energy of charges inside a dielectric sphere.

**Q.** What model do you use?

**A.** A sphere of radius $R$ and relative permittivity $\varepsilon_i$ in an infinite host of permittivity $\varepsilon_o<\varepsilon_i$, with a sharp boundary. The walls are hard, and confinement is strong: the level spacing exceeds the Coulomb energies that could mix levels. Electron and hole then both have the lowest envelope, proportional to $\sin(\pi r/R)/r$. With $x=r/R$, the radial probability density is
$$\rho(x)=2\sin^2(\pi x),\qquad \int_0^1\rho\,dx=1 .$$
I work to first order in the Coulomb energies, leave out electron-hole exchange, and let the dielectric follow the carriers instantly. When I change the host, I hold the radius, $\varepsilon_i$ and the confinement energies fixed.

**Q.** How does the boundary act on a charge inside?

**A.** It polarises, and the polarisation produces a potential. Put a unit charge at $\mathbf r'$, with angle $\gamma$ between $\mathbf r$ and $\mathbf r'$, and drop the factor $1/4\pi\varepsilon_0$ for the moment. For $r'<r<R$ the potential is
$$\sum_l\Big[\frac{r'^l}{\varepsilon_i r^{l+1}}+A_l r^l\Big]P_l(\cos\gamma),$$
and outside it is $\sum_l B_l r^{-l-1}P_l(\cos\gamma)$. The first term inside is the charge's field in unbounded crystal; $A_l$ describes what the boundary adds. Continuity of the potential at $R$, multiplied by $R^{l+1}$, gives
$$B_l=\frac{r'^l}{\varepsilon_i}+A_lR^{2l+1}.$$
Continuity of $\varepsilon\,\partial_r$ of the potential, multiplied by $R^{l+2}$, gives
$$-(l+1)r'^l+\varepsilon_i l A_lR^{2l+1}=-\varepsilon_o(l+1)B_l .$$
Insert $B_l$ and collect the terms in $A_l$:
$$A_lR^{2l+1}\,[\varepsilon_o(l+1)+\varepsilon_i l]=(l+1)\,r'^l\Big(1-\frac{\varepsilon_o}{\varepsilon_i}\Big).$$
Restoring units, the boundary contributes to the interaction of two equal charges $e$ the energy
$$W(\mathbf r,\mathbf r')=K\sum_{l\ge0}c_l\Big(\frac{rr'}{R^2}\Big)^lP_l(\cos\gamma),\qquad K=\frac{e^2}{4\pi\varepsilon_0R},$$
$$c_l=\frac{(\varepsilon_i-\varepsilon_o)(l+1)}{\varepsilon_i[\varepsilon_o(l+1)+\varepsilon_i l]},\qquad c_0=\frac1{\varepsilon_o}-\frac1{\varepsilon_i}.$$
The boundary's part of the potential, $A_lr^l$, is a regular solution of Laplace's equation throughout the sphere, so the expansion also holds for $r<r'$.

**Q.** What does it cost to add one electron?

**A.** Half of $W(\mathbf r,\mathbf r)$, because the charge creates the potential in which it sits. Build it up as $\lambda e$ with $\lambda$ from 0 to 1. At stage $\lambda$ the induced potential is proportional to $\lambda$, so the work is
$$\Sigma(\mathbf r)=\int_0^1\lambda\,W(\mathbf r,\mathbf r)\,d\lambda=\tfrac12W(\mathbf r,\mathbf r)=\frac K2\sum_lc_l\,x^{2l},$$
where $P_l(1)=1$ was used. This is the polarisation self-energy. The self-energy in unbounded crystal does not depend on the host and is already contained in the bulk gap. A hole has the opposite charge, but its self-energy goes as the charge squared, so it has the same sign.

The quasiparticle gap contains one electron and one hole, in separate crystals. With $\langle\cdot\rangle$ the average over $\rho$, and $E_0$ the bulk gap plus the two confinement energies,
$$E_{\rm qp}=E_0+\langle\Sigma_e\rangle+\langle\Sigma_h\rangle=E_0+K(c_0+F),\qquad F=\sum_{l\ge1}c_l\langle x^{2l}\rangle .$$

**Q.** And when both are in the same crystal?

**A.** Each also feels the polarisation made by the other. For charges $q_a=\mp e$ the boundary energy is $\tfrac12\sum_{ab}(q_aq_b/e^2)W(\mathbf r_a,\mathbf r_b)$. The two cross terms are equal and negative, so together they lose the half:
$$U=\tfrac12W(\mathbf r_e,\mathbf r_e)+\tfrac12W(\mathbf r_h,\mathbf r_h)-W(\mathbf r_e,\mathbf r_h).$$
Now average the last term. If at least one density is spherical, the angular average of $P_l(\cos\gamma)$ vanishes for $l\ge1$. The $l=0$ term does not depend on position at all. The polarisation attraction is therefore
$$J_{\rm pol}=\langle W(\mathbf r_e,\mathbf r_h)\rangle=Kc_0,$$
whatever the radial shapes of the two densities inside the sphere. Subtracting it, together with the direct attraction $J_{\rm dir}$ screened by $\varepsilon_i$,
$$E_{\rm opt}=E_0+K(c_0+F)-J_{\rm dir}-Kc_0=E_0-J_{\rm dir}+KF .$$
The monopole terms have cancelled as $\tfrac12+\tfrac12-1=0$.

**Q.** Is there a picture behind that arithmetic?

**A.** The monopole term is the energy of the field outside. One spherically distributed charge $e$ has the field $e/(4\pi\varepsilon_0\varepsilon_or^2)$ outside, whose energy is
$$\int_R^\infty\frac{\varepsilon_0\varepsilon_o}{2}\Big(\frac{e}{4\pi\varepsilon_0\varepsilon_or^2}\Big)^2 4\pi r^2dr=\frac{e^2}{8\pi\varepsilon_0\varepsilon_oR}=\frac{K}{2\varepsilon_o}.$$
Replacing a host of permittivity $\varepsilon_i$ by the actual one changes this by $Kc_0/2$, the monopole part of one self-energy. The quasiparticle gap pays it twice, once for each charged crystal. The neutral pair has no net charge, so by Gauss's law its mean density has no field outside, and the host has nothing to screen at this level.

**Q.** Then why is the optical shift not zero?

**A.** Electron and hole are point charges at different places at any instant, and the fast polarisation follows their positions, not their mean densities. Their dipole and higher moments do reach the host. At fixed positions
$$U=\frac K2\sum_{l\ge1}c_l\big[x_e^{2l}+x_h^{2l}-2(x_ex_h)^lP_l(\cos\gamma)\big]\ \ge\ \frac K2\sum_{l\ge1}c_l\,(x_e^l-x_h^l)^2\ \ge\ 0,$$
since $P_l\le1$ and $c_l>0$ for $\varepsilon_o<\varepsilon_i$. So the remainder raises the optical gap, and its average is $KF$.

**Q.** How large can it be?

**A.** Write
$$c_l=\frac{\varepsilon_i-\varepsilon_o}{\varepsilon_i}\,\frac{1}{\varepsilon_o+\varepsilon_ip_l},\qquad p_l=\frac l{l+1}.$$
For $l\ge1$, $p_l$ rises from $\tfrac12$ towards 1, so $c_l$ is largest at $l=1$. Replace every $c_l$ by $c_1$ and sum the geometric series:
$$F\le\frac{2(\varepsilon_i-\varepsilon_o)}{\varepsilon_i(\varepsilon_i+2\varepsilon_o)}S,\qquad S=\Big\langle\frac{x^2}{1-x^2}\Big\rangle=0.557 .$$
The average is finite because $\rho$ vanishes quadratically at the wall. Dividing by $c_0=(\varepsilon_i-\varepsilon_o)/(\varepsilon_i\varepsilon_o)$,
$$\frac F{c_0}\le\frac{2\varepsilon_oS}{\varepsilon_i+2\varepsilon_o}.$$
The remainder is a small fraction of the monopole term when $\varepsilon_i\gg\varepsilon_o$.

What you see on changing the host is the derivative, and there the contrast is stronger:
$$\frac{\partial c_l}{\partial\varepsilon_o}=-\frac{(\varepsilon_o+\varepsilon_ip_l)+(\varepsilon_i-\varepsilon_o)}{\varepsilon_i(\varepsilon_o+\varepsilon_ip_l)^2}=-\frac{1+p_l}{(\varepsilon_o+\varepsilon_ip_l)^2}.$$
For $l=0$ this is $-1/\varepsilon_o^2$; for $l\ge1$ and $\varepsilon_i\gg\varepsilon_o$ it is of order $-1/\varepsilon_i^2$. The remainder itself is smaller than the monopole term by a factor of order $\varepsilon_o/\varepsilon_i$, but its response to the host is smaller by a factor of order $(\varepsilon_o/\varepsilon_i)^2$. In this limit $F$ tends to $\varepsilon_i^{-1}\sum_{l\ge1}\frac{l+1}{l}\langle x^{2l}\rangle$, which no longer contains the host.

**Q.** Does the cancellation survive in a host that resembles the crystal, or in a metal?

**A.** The monopole cancellation does; the smallness of what is left beside it does not. From the formulas above, $c_l/c_0=\varepsilon_o/(\varepsilon_o+\varepsilon_ip_l)$. As $\varepsilon_o\to\varepsilon_i$ both shifts vanish, but their terms keep the ratio $(l+1)/(2l+1)$, and the sum gives $F/c_0=0.345$. For $\varepsilon_o\to\infty$, a metallic host, every ratio tends to 1 and $F/c_0\to S$. There $c_0\to-1/\varepsilon_i$: both gaps fall, by no more than order $K/\varepsilon_i$. A large contrast between the two shifts thus needs a strongly polarisable crystal in a weakly polarisable host.

**Q.** You still owe me the direct attraction.

**A.** For two spherical densities the angular average of $1/|\mathbf r_e-\mathbf r_h|$ is the inverse of the larger radius. Count the pairs with $x$ the larger radius and double. With $\rho=1-\cos2\pi x$, the charge within $x$ is $x-\sin(2\pi x)/2\pi$, so
$$\frac{\varepsilon_iJ_{\rm dir}}K=2\int_0^1(1-\cos2\pi x)\Big(1-\frac{\sin2\pi x}{2\pi x}\Big)dx .$$
The cosine alone integrates to zero, and $\cos a\sin a=\tfrac12\sin2a$. With ${\rm Si}(z)=\int_0^z(\sin t/t)\,dt$,
$$\frac{\varepsilon_iJ_{\rm dir}}K=2-\frac{{\rm Si}(2\pi)}\pi+\frac{{\rm Si}(4\pi)}{2\pi}=1.786 .$$
It does not contain $\varepsilon_o$.

**Q.** Put in numbers for my crystal, of radius 2 nm.

**A.** I take rough typical values: $\varepsilon_i=11.7$, a bulk gap of 1.12 eV, and mean masses of 0.258 (electron) and 0.241 (hole) free-electron masses. The hard-wall confinement energies $\hbar^2\pi^2/2mR^2$ are 0.364 and 0.390 eV, so $E_0=1.12+0.364+0.390=1.874$ eV. The Coulomb scale is $K=0.720$ eV, and $J_{\rm dir}=1.786\times0.720/11.7=0.110$ eV.

In vacuum, $c_0=1-1/11.7=0.9145$ and $F=0.0635$. The self-energies add $0.720\times(0.9145+0.0635)=0.704$ eV, and the polarisation attraction takes back $0.720\times0.9145=0.658$ eV. In silica with its fast electronic permittivity, about 2.1, the same steps give 0.317 and 0.281 eV. In eV:

| Host | $Kc_0$ | $KF$ | $E_{\rm qp}$ | $E_{\rm opt}$ |
|---|---|---|---|---|
| vacuum | 0.658 | 0.046 | 2.58 | 1.81 |
| silica, $\varepsilon_o=2.1$ | 0.281 | 0.036 | 2.19 | 1.80 |
| silica, $\varepsilon_o=3.9$ | 0.123 | 0.024 | 2.02 | 1.79 |

From fast silica to vacuum the quasiparticle gap rises by 0.387 eV and the optical gap by 0.010 eV, a ratio of about 40. As a test, I solved Poisson's equation numerically with the permittivity step, keeping multipoles up to $l=24$; the optical change came out as 0.0097 eV, against 0.0098 eV from the formula.

**Q.** Why two rows for silica?

**A.** The static value, about 3.9, includes the motion of the ions. It suits the monopole energy of a crystal that stays charged for a long time. Within an orbital, the ions cannot be assumed to follow each carrier instantly: the quanta of silica's vibrations reach only about 0.15 eV, no more than roughly the electron's lowest level spacing. Using 3.9 in $F$ therefore goes beyond what the instant-response assumption can justify. Read that row's quasiparticle shift as an approximation to the slow-charging case: keeping the fast permittivity in $F$ would raise it by 12 meV. Its optical gap is only a sensitivity check.

**Q.** Would a real crystal show me that 10 meV?

**A.** Not cleanly. Silicon crystals of this size emit at roughly 1.5 eV, below the model's 1.8 eV. Part of the excess comes from the hard walls. With rough silica barriers of 3.1 eV for electrons and 4.5 eV for holes, the confinement energies drop to 0.277 and 0.305 eV, which lowers both gaps by 0.17 eV. In vacuum, with a 4.05 eV barrier, the electron energy is 0.251 eV, lower than in silica despite the higher barrier. The reason lies in the wall condition, which matches the slope of the envelope divided by the mass. The outer side supplies a stiffness of about $\sqrt{V/m_o}$ for barrier $V$ and outside mass $m_o$: $\sqrt{4.05/1}=2.0$ in vacuum against $\sqrt{3.1/0.42}=2.7$ in silica. So going from silica to vacuum lowers both gaps by 26 meV through the electron alone, more than the dielectric optical shift found with hard walls, and of opposite sign. It is still small beside 0.387 eV.

**Q.** What else could spoil the comparison?

**A.** These are the sizes for this crystal, in vacuum unless I say otherwise.

- **Weaker screening inside.** A small crystal may polarise less than bulk. With $\varepsilon_i=9$ the remainder grows from 46 to 56 meV, and the optical change between fast silica and vacuum from 10 to 15 meV.
- **Leakage.** About 1.1% of the electron lies outside. With the electron at $r>R$, its energy is measured from the host, as the barrier is, and an outside charge then has no monopole self-energy. The hole inside keeps $\tfrac12Kc_0$ and the host-dependent part of the attraction is $Kc_0R/r$, so the monopole energy left uncancelled is $Kc_0(\tfrac12-R/r)$, at most $\tfrac12Kc_0$ in size; weighted with the leaked density it is about $-3$ meV. The leaked fraction times $Kc_0$, 7 meV, is therefore a generous upper limit on how far this leakage breaks the monopole cancellation. The higher multipoles are more sensitive. At a sharp step the self-energy diverges, upwards inside and downwards outside, and an envelope that does not vanish at the wall samples both sides. The average then depends on how the step is smoothed over atomic distances. Cutting the multipole sum at $l=4$ to $16$ moves the electron's part of the optical change between fast silica and vacuum from about $+3$ to $-9$ meV, against about $+5$ meV with hard walls. These figures count only $l\ge1$; the uncancelled monopole adds about $-2$ meV to them, and the sum keeps falling as the cut is raised.
- **The surface layer.** The outer 0.25 nm, about one atomic layer, supplies 10% of $F$. A sharp dielectric step is doubtful there.
- **Correlation.** In second order, and with the mean masses, the direct attraction lowers the pair energy by at most 8 meV. This bound does not depend on the host. The polarisation attraction also correlates the pair, and it does depend on the host; together with the reshaping described below, second order changes the optical shift between fast silica and vacuum by about 1 meV, again with the mean masses. The heavy electron axis brings some excited levels closer, so the real corrections can be larger.
- **Mass anisotropy and reshaping.** The anisotropic electron mass changes the remainder by $-1.6$ meV; the self-energy's distortion of the envelopes changes the sum of the two carrier energies by $-0.9$ meV.

Temperature is a mild concern for the envelopes: $k_BT$ is 26 meV at 300 K, against about 0.15 eV between the electron's first two levels in one valley. The mean mass would give 0.381 eV, but the first excited envelope extends along the heavy axis and lies lower. The model leaves out the splittings among silicon's valleys and hole bands, which can be much closer. One charge on the crystal makes a field of 1.7 MV/cm in fast silica at the surface, below the oxide's rough breakdown field of 10 MV/cm.

So the quasiparticle shift of several tenths of an eV is robust against these corrections, while the dielectric part of the optical shift is known only to be small, of order 10 meV in size. Leakage leaves even its sign open, and the change of barrier can outweigh it.

**Q.** When should I stop trusting the argument altogether?

**A.** When one carrier sits in the host or at the surface: the position-independent $l=0$ term was derived for two charges inside. Also when the crystal is so large that the Coulomb attraction rivals the level spacing. Your crystal is not far from that: the direct attraction is 0.110 eV, the electron's lowest spacing about 0.15 eV, and the two would be equal at a radius a little below 3 nm. Coulomb energies scale as $1/R$ and confinement energies as $1/R^2$, so growth leads there. Within strong confinement, however, $K$ multiplies both shifts, and their ratio does not depend on the radius. If both densities are non-spherical, $J_{\rm pol}$ gains terms with $l\ge1$; the monopole still cancels, and the inequality for $U$ still holds.

The numerical output lists the individual contributions for all three hosts.

## Calculated quantities

```
radius 2.0 nm; silicon permittivity 11.7; bulk gap 1.12 eV
electron masses: long 0.92, trans 0.19, mean 0.258 m0
hole masses: heavy 0.49, light 0.16, mean 0.241 m0
Coulomb scale K = 0.7200 eV
confinement energy: electron 0.364 eV, hole 0.390 eV
gap before polarisation = 1.874 eV
direct attraction: coefficient 1.7861, energy 0.1099 eV
S = <x^2/(1-x^2)> = 0.5572
[vacuum] host permittivity 1.0
  c_0 = 0.9145, F = 0.0635, F/c_0 = 0.0695
  upper bound on F/c_0 = 0.0813
  sum of self-energies = 0.7042 eV
  polarisation attraction = 0.6584 eV
  remainder K*F = 0.0457 eV
  quasiparticle gap 2.578 eV, optical gap 1.809 eV
[silica fast] host permittivity 2.1
  c_0 = 0.3907, F = 0.0499, F/c_0 = 0.1278
  upper bound on F/c_0 = 0.1472
  sum of self-energies = 0.3173 eV
  polarisation attraction = 0.2813 eV
  remainder K*F = 0.0360 eV
  quasiparticle gap 2.191 eV, optical gap 1.800 eV
[silica static] host permittivity 3.9
  c_0 = 0.1709, F = 0.0338, F/c_0 = 0.1976
  upper bound on F/c_0 = 0.2229
  sum of self-energies = 0.1474 eV
  polarisation attraction = 0.1231 eV
  remainder K*F = 0.0243 eV
  quasiparticle gap 2.021 eV, optical gap 1.788 eV
silica fast -> vacuum: quasiparticle gap change 0.3869 eV
silica fast -> vacuum: optical gap change 0.0098 eV
same optical change from Poisson solver 0.0097 eV
ratio of the changes, quasiparticle/optical = 39.6
F/c_0 near matching = 0.345
Neglected effects (vacuum host unless named):
inner permittivity 9.0: remainder K*F = 0.0556 eV
  its optical change silica fast -> vacuum = 0.0148 eV
anisotropic mass: electron confinement 0.357 eV
  change of remainder = -1.57 meV
envelope reshaping by self-energy = -0.85 meV
correlation lowers the pair by at most 8.3 meV (2nd order)
barriers: silica e 3.1, h 4.5 eV; vacuum e 4.05 eV
mass in oxide 0.42 m0, in vacuum 1 m0
silica: electron 0.277 eV, leak 1.19 %
silica: hole 0.305 eV, leak 0.81 %
vacuum: electron 0.251 eV, leak 1.10 %
leak x K*c_0, electron, vacuum = 7.2 meV
share of F from outer 0.25 nm = 9.7 %
kT at 300 K = 25.9 meV; electron 1s-1p spacing 0.381 eV
field in silica at surface, one charge = 1.71 MV/cm
```
